**Around-mean-field double counting for p, d and f shells**

The program tests that the Hartree-Fock Coulomb energy of a uniformly occupied shell is E_AMF = U N_up N_down + (U − J) l/(2l+1) (N_up² + N_down²). Here N_up and N_down are the electron numbers per spin, l is the shell's angular momentum, U is the mean direct integral over all orbital pairs, and U − J is the mean of direct minus exchange integrals over pairs of different orbitals. Coulomb integrals come from angular quadrature, with arbitrary Slater integrals for l = 1, 2 and 3. The program asserts that the energy correction and its potential vanish at uniform occupation, and that for other occupations the correction equals the Coulomb expression evaluated on the traceless deviations. For a model d shell with U = 5 eV, J = 0.8 eV, N_up = 4 and N_down = 2, it also asserts that averaging the pair energy over 1024 configurations with independent occupations reproduces E_AMF, which is 73.6 eV. An integer-occupied determinant with the same spin totals has a correction of −3.70 eV, while a filled spin-up half shell has none. The output also shows that, with the other Slater integrals fixed, the correction is negative for every non-uniform occupation only when U exceeds about 4.01 eV.

## Verification by program

```python
"""
Result under test: for a shell of angular momentum l with spin totals N_up, N_dn,
the Hartree-Fock Coulomb energy at uniform orbital occupation is
    E_AMF = U N_up N_dn + (U - J) l/(2l+1) (N_up^2 + N_dn^2),
so E_int - E_AMF and its potential vanish there.
U = F_0; U - J = mean of (U_mm' - J_mm') over m != m'; F_k = Slater integrals.
g[a,b,c,d] = (ab|cd), real orbitals a,b on electron 1 and c,d on electron 2.
Density matrices: n[a,b] = <c_b^dagger c_a>, one matrix per spin.
Energies are in eV in the worked example.
"""
import itertools
import numpy as np
from scipy.linalg import null_space
from scipy.special import eval_legendre, lpmv

rng = np.random.default_rng(7)


def coulomb_tensor(l, slater):
    """Coulomb integrals by direct quadrature over both solid angles."""
    x, wx = np.polynomial.legendre.leggauss(10)
    phi = 2 * np.pi * np.arange(20) / 20
    ct, ph = [v.ravel() for v in np.meshgrid(x, phi, indexing="ij")]
    weight = np.repeat(wx, 20) * 2 * np.pi / 20
    st = np.sqrt(1 - ct**2)
    points = np.array([st * np.cos(ph), st * np.sin(ph), ct])
    orbitals = []
    for m in range(-l, l + 1):
        angular = np.sin(-m * ph) if m < 0 else np.cos(m * ph)
        f = lpmv(abs(m), l, ct) * angular
        orbitals.append(f / np.sqrt(np.sum(weight * f**2)))
    orbitals = np.array(orbitals)
    dim = 2 * l + 1
    overlap = (orbitals * weight) @ orbitals.T
    assert np.allclose(overlap, np.eye(dim), atol=1e-12)
    pairs = (orbitals[:, None] * orbitals[None] * weight).reshape(dim**2, -1)
    cosine = points.T @ points
    g = sum(F * pairs @ eval_legendre(k, cosine) @ pairs.T
            for k, F in slater.items())
    return g.reshape(dim, dim, dim, dim)


def interaction_energy(g, up, dn):
    total = up + dn
    e = 0.5 * np.einsum("abcd,ba,dc", g, total, total)
    for n in (up, dn):
        e -= 0.5 * np.einsum("abcd,da,bc", g, n, n)
    return float(np.real(e))


def interaction_potential(g, own, other):
    return (np.einsum("abcd,dc->ab", g, own + other)
            - np.einsum("abcd,bc->ad", g, own))


def amf_energy(l, U, J, nu, nd):
    return U * nu * nd + (U - J) * l / (2 * l + 1) * (nu**2 + nd**2)


def amf_potential(l, U, J, own, other):
    return U * other + 2 * l / (2 * l + 1) * (U - J) * own


def fll_energy(U, J, nu, nd):
    n = nu + nd
    return U * n * (n - 1) / 2 - J * (nu * (nu - 1) + nd * (nd - 1)) / 2


def exchange_from_slater(l, slater):
    x, w = np.polynomial.legendre.leggauss(12)
    total = sum(F * 0.5 * np.sum(w * eval_legendre(l, x)**2
                                 * eval_legendre(k, x))
                for k, F in slater.items() if k > 0)
    return (2 * l + 1) / (2 * l) * total


def direct_exchange(g):
    return np.einsum("aabb->ab", g), np.einsum("abba->ab", g)


def random_hermitian(dim):
    a = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
    return 0.05 * (a + a.conj().T)


def correction(g, l, U, J, up, dn):
    nu, nd = np.trace(up).real, np.trace(dn).real
    return interaction_energy(g, up, dn) - amf_energy(l, U, J, nu, nd)


# General tests for p, d and f shells with arbitrary Slater integrals
worst_energy = worst_potential = 0.0
for l in (1, 2, 3):
    dim = 2 * l + 1
    eye = np.eye(dim)
    slater = {k: rng.uniform(1, 6) for k in range(0, 2 * l + 1, 2)}
    g = coulomb_tensor(l, slater)
    U, J = slater[0], exchange_from_slater(l, slater)
    Umm, Jmm = direct_exchange(g)
    assert np.isclose(Umm.mean(), U)
    assert np.isclose((Umm - Jmm).sum() / (2 * l * dim), U - J)
    assert np.isclose(Jmm.sum(), dim * (U + 2 * l * J))
    for _ in range(4):
        nu, nd = rng.uniform(0, dim, 2)
        up, dn = nu / dim * eye, nd / dim * eye
        residual = correction(g, l, U, J, up, dn)
        v = interaction_potential(g, up, dn)
        v = v - amf_potential(l, U, J, nu, nd) * eye
        worst_energy = max(worst_energy, abs(residual))
        worst_potential = max(worst_potential, np.abs(v).max())
        # traceless deviations: the correction is the bare quadratic form
        du, dd = random_hermitian(dim), random_hermitian(dim)
        du = du - np.trace(du) / dim * eye
        dd = dd - np.trace(dd) / dim * eye
        full = correction(g, l, U, J, up + du, dn + dd)
        assert np.isclose(full, interaction_energy(g, du, dd), atol=1e-9)
        # potential against a central difference, trace allowed to change
        a, b = up + du, dn + dd
        step, h = random_hermitian(dim), 1e-2
        slope = (correction(g, l, U, J, a + h * step, b)
                 - correction(g, l, U, J, a - h * step, b)) / (2 * h)
        v = interaction_potential(g, a, b)
        v = v - amf_potential(l, U, J, nu, nd) * eye
        assert np.isclose(slope, np.trace(v @ step).real, atol=1e-8)
        # only F_0 present: closed form in the squared deviations
        g0 = coulomb_tensor(l, {0: U})
        squares = np.trace(du @ du + dd @ dd).real
        assert np.isclose(correction(g0, l, U, 0.0, a, b),
                          -U / 2 * squares, atol=1e-9)
assert worst_energy < 1e-9 and worst_potential < 1e-9

# Worked example: model d shell
l, dim, U, J, ratio = 2, 5, 5.0, 0.8, 0.625
eye = np.eye(dim)
F2 = 14 * J / (1 + ratio)
slater = {0: U, 2: F2, 4: ratio * F2}
assert np.isclose(exchange_from_slater(l, slater), J)
g = coulomb_tensor(l, slater)
Umm, Jmm = direct_exchange(g)
mean_J_offdiag = (Jmm.sum() - np.trace(Jmm)) / (dim * (dim - 1))
nu, nd = 4.0, 2.0
uniform_up, uniform_dn = nu / dim * eye, nd / dim * eye
E_uniform = interaction_energy(g, uniform_up, uniform_dn)
E_amf, E_fll = amf_energy(l, U, J, nu, nd), fll_energy(U, J, nu, nd)
fll_gap = (U - J) / 2 * (nu * (1 - nu / dim) + nd * (1 - nd / dim))
assert np.isclose(E_uniform - E_fll, fll_gap)

# Average over every configuration of independently occupied spin orbitals
configs = np.array(list(itertools.product((0, 1), repeat=2 * dim)))
prob = np.repeat([nu / dim, nd / dim], dim)
weights = np.prod(np.where(configs == 1, prob, 1 - prob), axis=1)
pair = np.block([[Umm - Jmm, Umm], [Umm, Umm - Jmm]])
pair_energies = 0.5 * np.einsum("ci,ij,cj->c", configs, pair, configs)
E_average = float(weights @ pair_energies)
assert np.isclose(weights.sum(), 1) and np.isclose(E_average, E_amf)

# Integer-occupied determinant with the same spin totals
names = ["xy", "yz", "z2", "xz", "x2-y2"]
occ_up, occ_dn = np.array([1., 1, 1, 1, 0]), np.array([0., 1, 0, 1, 0])
det_up, det_dn = np.diag(occ_up), np.diag(occ_dn)
E_det = interaction_energy(g, det_up, det_dn)
occupied = np.concatenate([occ_up, occ_dn])
assert np.isclose(E_det, 0.5 * occupied @ pair @ occupied)
dE_det = correction(g, l, U, J, det_up, det_dn)
dE_half = correction(g, l, U, J, (det_up + uniform_up) / 2,
                     (det_dn + uniform_dn) / 2)
assert np.isclose(dE_half, dE_det / 4)
v_up = (interaction_potential(g, det_up, det_dn)
        - amf_potential(l, U, J, nu, nd) * eye)
v_dn = (interaction_potential(g, det_dn, det_up)
        - amf_potential(l, U, J, nd, nu) * eye)
for v in (v_up, v_dn):
    assert np.allclose(v, np.diag(np.diag(v)), atol=1e-10)
    assert abs(np.trace(v)) < 1e-9
E_half_shell = interaction_energy(g, eye, 0 * eye)
dE_half_shell = correction(g, l, U, J, eye, 0 * eye)
assert abs(dE_half_shell) < 1e-9

# Curvature of the correction on deviations traceless in each spin
hartree = g.transpose(0, 1, 3, 2).reshape(dim**2, dim**2)
exchange = g.transpose(0, 3, 1, 2).reshape(dim**2, dim**2)
curvature = np.block([[hartree - exchange, hartree],
                      [hartree, hartree - exchange]])
zero = np.zeros(dim**2)
traces = np.array([np.r_[eye.ravel(), zero], np.r_[zero, eye.ravel()]])
basis = null_space(traces)
eigenvalues = np.linalg.eigvalsh(basis.T @ curvature @ basis)
threshold_U = U + eigenvalues[-1]
assert eigenvalues[-1] < 0

quad = 0.05 * np.array([6., -3, -6, -3, 6])
quad_occ = 0.5 + quad
assert quad_occ.min() >= 0 and quad_occ.max() <= 1
quad_n = np.diag(quad_occ)
dE_quad = correction(g, l, U, J, quad_n, quad_n)
assert np.isclose(dE_quad, 0.5 * eigenvalues[-1] * 2 * np.sum(quad**2))
U_low = 3.0
g_low = coulomb_tensor(l, {**slater, 0: U_low})
dE_quad_low = correction(g_low, l, U_low, J, quad_n, quad_n)
g_thr = coulomb_tensor(l, {**slater, 0: threshold_U})
dE_quad_thr = correction(g_thr, l, threshold_U, J, quad_n, quad_n)
assert dE_quad < 0 < dE_quad_low and abs(dE_quad_thr) < 1e-9

print(f"p,d,f uniform: largest |energy correction| = {worst_energy:.1e} eV")
print(f"p,d,f uniform: largest |potential| = {worst_potential:.1e} eV")
print(f"Model d shell: U = {U:.3f} eV, J = {J:.3f} eV")
print(f"F4/F2 = {ratio:.3f} (no unit)")
print(f"F0 = {slater[0]:.4f} eV")
print(f"F2 = {slater[2]:.4f} eV")
print(f"F4 = {slater[4]:.4f} eV")
print(f"Mean J_mm' over m != m', real orbitals = {mean_J_offdiag:.4f} eV")
print(f"N_up = {nu:.1f}, N_down = {nd:.1f} electrons")
print(f"Uniform occupations: up {nu/dim:.2f}, down {nd/dim:.2f}")
print(f"AMF opposite-spin term = {U*nu*nd:.4f} eV")
print(f"AMF equal-spin term = {E_amf - U*nu*nd:.4f} eV")
print(f"AMF double counting = {E_amf:.4f} eV")
print(f"Uniform interaction energy = {E_uniform:.4f} eV")
print(f"Average over {len(configs)} configurations = {E_average:.4f} eV")
print(f"FLL double counting = {E_fll:.4f} eV")
print(f"Uniform shell, FLL correction = {E_uniform - E_fll:.4f} eV")
print(f"Determinant interaction energy = {E_det:.4f} eV")
print(f"Determinant, AMF correction = {dE_det:.4f} eV")
print(f"Determinant, FLL correction = {E_det - E_fll:.4f} eV")
print(f"Halfway state, AMF correction = {dE_half:.4f} eV")
print("Determinant: occupations (up, down), AMF potentials (up, down)")
for i, name in enumerate(names):
    print(f"  {name:6s} {occ_up[i]:.0f} {occ_dn[i]:.0f}"
          f"  {v_up[i, i]:8.4f} eV {v_dn[i, i]:8.4f} eV")
print(f"Filled up half shell: interaction = {E_half_shell:.4f} eV")
print(f"Filled up half shell: |AMF correction| = {abs(dE_half_shell):.1e} eV")
print(f"Lowest curvature eigenvalue = {eigenvalues[0]:.4f} eV")
print(f"Highest curvature eigenvalue = {eigenvalues[-1]:.4f} eV")
print(f"Threshold U for a definite form = {threshold_U:.4f} eV")
print("Quadrupolar occupations per spin (xy,yz,z2,xz,x2-y2): "
      + ", ".join(f"{q:.2f}" for q in quad_occ))
print(f"Quadrupolar AMF correction at U = {U:.1f} eV: {dE_quad:.4f} eV")
print(f"Quadrupolar AMF correction at U = {U_low:.1f} eV: "
      f"{dE_quad_low:.4f} eV")
print("all assertions hold")
```

Output:

```
p,d,f uniform: largest |energy correction| = 8.5e-14 eV
p,d,f uniform: largest |potential| = 6.4e-14 eV
Model d shell: U = 5.000 eV, J = 0.800 eV
F4/F2 = 0.625 (no unit)
F0 = 5.0000 eV
F2 = 6.8923 eV
F4 = 4.3077 eV
Mean J_mm' over m != m', real orbitals = 0.5714 eV
N_up = 4.0, N_down = 2.0 electrons
Uniform occupations: up 0.80, down 0.40
AMF opposite-spin term = 40.0000 eV
AMF equal-spin term = 33.6000 eV
AMF double counting = 73.6000 eV
Uniform interaction energy = 73.6000 eV
Average over 1024 configurations = 73.6000 eV
FLL double counting = 69.4000 eV
Uniform shell, FLL correction = 4.2000 eV
Determinant interaction energy = 69.9031 eV
Determinant, AMF correction = -3.6969 eV
Determinant, FLL correction = 0.5031 eV
Halfway state, AMF correction = -0.9242 eV
Determinant: occupations (up, down), AMF potentials (up, down)
  xy     1 0   -2.1694 eV   1.1740 eV
  yz     1 1   -0.1084 eV  -2.3373 eV
  z2     1 0   -0.3330 eV   3.0104 eV
  xz     1 1   -0.1084 eV  -2.3373 eV
  x2-y2  0 0    2.7192 eV   0.4903 eV
Filled up half shell: interaction = 42.0000 eV
Filled up half shell: |AMF correction| = 7.1e-15 eV
Lowest curvature eigenvalue = -5.5724 eV
Highest curvature eigenvalue = -0.9912 eV
Threshold U for a definite form = 4.0088 eV
Quadrupolar occupations per spin (xy,yz,z2,xz,x2-y2): 0.80, 0.35, 0.20, 0.35, 0.80
Quadrupolar AMF correction at U = 5.0 eV: -0.3122 eV
Quadrupolar AMF correction at U = 3.0 eV: 0.3178 eV
all assertions hold
```
